# Numerical atomic orbitals and gradients without singularities at origin or poles: a numerical check

```python
"""Numerical atomic orbitals on grid points without singular operations.

Result under test: phi_lm = g(r) S_lm(x,y,z), with g = u/r^(l+1) held as a
clamped cubic spline s of spacing h and S_lm a real solid harmonic built by
Cartesian recursion.  With M4 = max|g''''|,
    |g - s| <= 5/384 h^4 M4,     |g' - s'| <= 43/648 h^3 M4,
and sharper interval-by-interval bounds carry over to phi and grad phi.
Symbols: l, m angular numbers; u radial function, zero at the wall r_c;
Z, a charge and smearing length of V = -Z e^2 erf(r/a)/r.
Lengths in bohr, energies in hartree (hbar = m = e = 1 inside the program).
"""
import math
import numpy as np
import sympy as sp
from numpy.polynomial import chebyshev as ch
from scipy.linalg import eig, eigh_tridiagonal, solve_banded
from scipy.special import erf, lpmv

Z, a, r_c = 4.0, 1.0, 6.0


def raw_solid(lmax, x, y, z):
    """Unnormalized solid harmonics and gradients: {(l,m): (S, Sx, Sy, Sz)}."""
    zero, one = 0 * x, 0 * x + 1
    r2 = x * x + y * y + z * z
    A, B, Q, out = [one], [zero], {}, {}
    for m in range(lmax):
        A.append(x * A[m] - y * B[m])
        B.append(x * B[m] + y * A[m])
    double_factorial = 1
    for m in range(lmax + 1):
        if m > 0:
            double_factorial *= 2 * m - 1
        Q[m, m] = double_factorial * one
        for l in range(m, lmax):
            below = Q.get((l - 1, m), zero)
            Q[l + 1, m] = ((2*l + 1) * z * Q[l, m]
                           - (l + m) * r2 * below) / (l - m + 1)
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            k = abs(m)
            ang = A[k] if m >= 0 else B[k]
            if m > 0:
                ang_x, ang_y = k * A[k - 1], -k * B[k - 1]
            elif m < 0:
                ang_x, ang_y = k * B[k - 1], k * A[k - 1]
            else:
                ang_x, ang_y = zero, zero
            q = Q[l, k]
            raised = Q.get((l - 1, k + 1), zero)
            lower = Q.get((l - 1, k), zero)
            out[l, m] = (q * ang, -x * raised * ang + q * ang_x,
                         -y * raised * ang + q * ang_y, (l + k) * lower * ang)
    return out


def norm(l, m):
    k = abs(m)
    f = (2*l + 1) / (4*math.pi) * math.factorial(l - k) / math.factorial(l + k)
    return math.sqrt(f * (2 if k else 1))


def build_spline(values, h, slope_start, slope_end):
    """Clamped cubic spline on a uniform mesh from r = 0."""
    n = len(values) - 1
    rhs = 3 * (values[2:] - values[:-2]) / h
    rhs[0] -= slope_start
    rhs[-1] -= slope_end
    bands = np.ones((3, n - 1))
    bands[1] = 4
    slopes = np.concatenate(([slope_start], solve_banded((1, 1), bands, rhs),
                             [slope_end]))
    d = np.diff(values) / h
    c2 = (3*d - 2*slopes[:-1] - slopes[1:]) / h
    c3 = (slopes[:-1] + slopes[1:] - 2*d) / h**2
    return h, values[:-1], slopes[:-1], c2, c3


def eval_spline(spline, r):
    """Return s, s' and s'/r; start slope zero, so no division near r = 0."""
    h, c0, c1, c2, c3 = spline
    i = np.minimum((r / h).astype(int), len(c0) - 1)
    t = r - i * h
    value = c0[i] + t * (c1[i] + t * (c2[i] + t * c3[i]))
    slope = c1[i] + t * (2*c2[i] + 3*t*c3[i])
    first = i == 0
    over_r = np.where(first, 2*c2[i] + 3*c3[i]*r, slope / np.where(first, 1, r))
    inside = r <= h * len(c0)
    return value * inside, slope * inside, over_r * inside


def orbitals(l, spline, xyz):
    """All m of one l: {m: (phi, gradient)} at points xyz of shape (3, N)."""
    r = np.sqrt(np.sum(xyz**2, axis=0))
    s, _, s_over_r = eval_spline(spline, r)
    table, out = raw_solid(l, *xyz), {}
    for m in range(-l, l + 1):
        S = norm(l, m) * np.array(table[l, m])
        out[m] = (s * S[0], s_over_r * xyz * S[0] + s * S[1:])
    return out


def solve_radial(l, n=32):
    """Lowest state; g is a polynomial in w = r^2 that vanishes at r_c."""
    q = np.cos(np.pi * (np.arange(n - 1) + 0.5) / (n - 1))
    w = r_c**2 * (1 + q) / 2
    r = np.sqrt(w)
    scale, eye = 2 / r_c**2, np.eye(n)
    b0 = ch.chebvander(q, n - 1)[:, 1:] - 1
    b1 = (ch.chebvander(q, n - 2) @ ch.chebder(eye))[:, 1:] * scale
    b2 = (ch.chebvander(q, n - 3) @ ch.chebder(eye, 2))[:, 1:] * scale**2
    H = -(2*w[:, None]*b2 + (2*l + 3)*b1) - (Z*erf(r/a)/r)[:, None]*b0
    energies, vectors = eig(H, b0)
    k = np.argmin(energies.real)
    assert abs(energies[k].imag) < 1e-10
    vec = vectors[:, k].real
    full = np.zeros(2*n - 1)
    full[::2] = np.concatenate(([-vec.sum()], vec))
    full[np.abs(full) < 1e-14 * np.abs(full).max()] = 0
    g = ch.Chebyshev(full, domain=[-r_c, r_c])
    t, wt = np.polynomial.legendre.leggauss(100)
    rq = r_c * (t + 1) / 2
    size = math.sqrt(np.sum(wt * r_c/2 * g(rq)**2 * rq**(2*l + 2)))
    return energies[k].real, g * (math.copysign(1, g(0.0)) / size)


def finite_difference_state(l, n):
    h = r_c / n
    r = h * np.arange(1, n)
    diag = 1/h**2 + l*(l + 1)/(2*r**2) - Z*erf(r/a)/r
    e, v = eigh_tridiagonal(diag, np.full(n - 2, -0.5/h**2),
                            select='i', select_range=(0, 0))
    u = v[:, 0] / math.sqrt(h)
    return e[0], r, u * np.sign(u[n // 4])


def interval_bounds(g4, h, n):
    """Bounds of |g-s| and |g'-s'| in each interval, and global M4."""
    grid = (np.arange(n)[:, None] + np.linspace(0, 1, 21)) * h
    M = np.abs(g4(grid)).max(axis=1)
    residual = h**3 / 24 * (M[:-1] + M[1:])
    j = np.arange(n - 1)
    decay = (2 - math.sqrt(3.0)) ** np.abs(j[:, None] - j) / (2*math.sqrt(3.0))
    e = np.concatenate(([0], decay @ residual, [0]))
    emax = np.maximum(e[:-1], e[1:])
    return h**4/384*M + h/4*emax, 2/81*h**3*M + emax, M.max()


def reference_phi(l, m, g, xyz):
    """Orbital from spherical angles and associated Legendre functions."""
    r = np.maximum(np.sqrt(np.sum(xyz**2, axis=0)), 1e-300)
    k = abs(m)
    azimuth = np.arctan2(xyz[1], xyz[0])
    trig = np.cos(k*azimuth) if m >= 0 else np.sin(k*azimuth)
    legendre = (-1)**k * lpmv(k, l, np.clip(xyz[2]/r, -1, 1))
    return norm(l, m) * legendre * trig * r**l * g(r)


def reference_gradient(l, m, g, xyz, step=2e-3):
    rows = []
    for axis in range(3):
        d = np.zeros((3, 1))
        d[axis] = step
        f = [reference_phi(l, m, g, xyz + k*d) for k in (-2, -1, 1, 2)]
        rows.append((f[0] - 8*f[1] + 8*f[2] - f[3]) / (12*step))
    return np.array(rows)


# Solid harmonics: harmonic, and gradients right, by exact symbolic algebra
X = sp.symbols('x y z', real=True)
for key, (S, *grad) in raw_solid(4, *X).items():
    S = sp.expand(S)
    assert sp.expand(sum(sp.diff(S, v, 2) for v in X)) == 0
    assert all(sp.expand(sp.diff(S, v) - gv) == 0 for v, gv in zip(X, grad))

# Orthonormality on the unit sphere, by quadrature
ct, wt = np.polynomial.legendre.leggauss(12)
az = 2*np.pi*np.arange(24)/24
CT, AZ = [q.ravel() for q in np.meshgrid(ct, az, indexing='ij')]
ST = np.sqrt(1 - CT**2)
weights = np.repeat(wt, 24) * 2*np.pi/24
sphere = raw_solid(4, ST*np.cos(AZ), ST*np.sin(AZ), CT)
rows = np.array([norm(*key)*val[0] for key, val in sphere.items()])
ortho_error = np.abs((rows*weights) @ rows.T - np.eye(25)).max()
assert ortho_error < 1e-12

# Sums over m of S^2 and |grad S|^2 at random points
rng = np.random.default_rng(7)
P = rng.normal(size=(3, 50))
R = np.sqrt(np.sum(P**2, axis=0))
table = raw_solid(4, *P)
for l in range(5):
    S = np.array([norm(l, m)*np.array(table[l, m]) for m in range(-l, l + 1)])
    assert np.allclose(np.sum(S[:, 0]**2, axis=0), (2*l+1)/(4*np.pi)*R**(2*l))
    assert np.allclose(np.sum(S[:, 1:]**2, axis=(0, 1)),
                       l*(2*l+1)**2/(4*np.pi)*R**(2.0*l - 2))

print(f"Z = {Z:.0f}, a = {a:.1f} bohr, r_c = {r_c:.1f} bohr")
print(f"orthonormality error of S_lm, l <= 4: {ortho_error:.1e}")

# Sample points: random in the ball, the origin, near it, and on the z axis
direction = rng.normal(size=(3, 1500))
direction /= np.sqrt(np.sum(direction**2, axis=0))
cloud = direction * 5.98 * rng.random(1500)**(1/3)
special = np.array([[0, 0, 0], [1e-9, 2e-9, -1e-9], [0, 0, 1.25],
                    [0, 0, -3.07], [0.03, 0.02, -0.01]], float).T
points = np.hstack((special, cloud))
radius = np.sqrt(np.sum(points**2, axis=0))
states = {}
print(f"sample points: {points.shape[1]}; table below for h = {r_c/60:.2f} bohr")
print("errors, bounds: phi in bohr^-3/2, grad phi in bohr^-5/2")
for l in range(4):
    energy, g = solve_radial(l)
    states[l] = g
    # Independent finite-difference solution for u
    e1, _, _ = finite_difference_state(l, 2000)
    e2, rf, uf = finite_difference_state(l, 4000)
    assert abs((4*e2 - e1)/3 - energy) < 1e-6
    assert np.abs(uf - rf**(l + 1)*g(rf)).max() < 1e-4
    ref = {m: (reference_phi(l, m, g, points),
               reference_gradient(l, m, g, points)) for m in range(-l, l + 1)}
    for n in (60, 600):
        h = r_c / n
        spline = build_spline(g(h*np.arange(n + 1)), h, 0.0, g.deriv()(r_c))
        bv, bd, M4 = interval_bounds(g.deriv(4), h, n)
        i = np.minimum((radius/h).astype(int), n - 1)
        amp = math.sqrt((2*l + 1)/(4*math.pi)) * radius**l
        phi_bound = amp * bv[i]
        grad_bound = amp * bd[i]
        if l > 0:
            grad_bound = grad_bound + ((2*l + 1)*math.sqrt(l/(4*math.pi))
                                       * radius**(l - 1) * bv[i])
        phi_err = grad_err = 0.0
        for m, (phi, grad) in orbitals(l, spline, points).items():
            dphi = np.abs(phi - ref[m][0])
            dgrad = np.sqrt(np.sum((grad - ref[m][1])**2, axis=0))
            # additions: rounding, and error of the difference quotient
            assert np.all(dphi <= phi_bound + 1e-11)
            assert np.all(dgrad <= grad_bound + 2e-8)
            phi_err = max(phi_err, dphi.max())
            grad_err = max(grad_err, dgrad.max())
        if n == 60:
            print(f"l={l}: E = {energy:.6f} hartree, g(0) = {g(0.0):.6f} "
                  f"bohr^-{l + 1.5:.1f}, M4 = {M4:.4f} bohr^-{l + 5.5:.1f}")
            print(f"  phi: max error {phi_err:.2e}, max bound "
                  f"{phi_bound.max():.2e}")
            print(f"  grad phi: max error {grad_err:.2e}, max bound "
                  f"{grad_bound.max():.2e}")

# Orders of convergence and global bounds for l = 2
g = states[2]
g1 = g.deriv()
errors = []
print("l=2 radial factor: g in bohr^-3.5, g' in bohr^-4.5")
for n in (30, 60, 120):
    h = r_c / n
    spline = build_spline(g(h*np.arange(n + 1)), h, 0.0, g1(r_c))
    r = np.linspace(0, r_c, 40*n + 1)
    s, ds, _ = eval_spline(spline, r)
    ev, ed = np.abs(s - g(r)).max(), np.abs(ds - g1(r)).max()
    bv, bd, M4 = interval_bounds(g.deriv(4), h, n)
    gv, gd = 5/384*h**4*M4, 43/648*h**3*M4
    assert ev <= gv and ed <= gd
    assert bv.max() <= gv*(1 + 1e-12) and bd.max() <= gd*(1 + 1e-12)
    errors.append((ev, ed))
    print(f"h={h:.2f} bohr: g error {ev:.3e}, bound {gv:.3e}; "
          f"g' error {ed:.3e}, bound {gd:.3e}")
ratio_v, ratio_d = errors[1][0]/errors[2][0], errors[1][1]/errors[2][1]
assert 13 < ratio_v < 19 and 6.8 < ratio_d < 9.2
print(f"error ratios for h 0.10 -> 0.05 bohr: g {ratio_v:.2f}, g' {ratio_d:.2f}")

# One point in detail, l = 2, m = 1
n = 60
h = r_c / n
spline = build_spline(g(h*np.arange(n + 1)), h, 0.0, g1(r_c))
pt = np.array([[0.6], [-0.4], [1.1]])
rp = np.sqrt(np.sum(pt**2, axis=0))
s, ds, sor = eval_spline(spline, rp)
S = norm(2, 1) * np.array(raw_solid(2, *pt)[2, 1])[:, 0]
phi, grad = orbitals(2, spline, pt)[1]
exact_grad = reference_gradient(2, 1, g, pt)[:, 0]
print(f"point ({pt[0,0]}, {pt[1,0]}, {pt[2,0]}) bohr, r = {rp[0]:.6f} bohr, "
      f"l=2 m=1, h = {h:.2f} bohr")
print(f"  s = {s[0]:.8f} bohr^-3.5, s'/r = {sor[0]:.8f} bohr^-5.5")
print(f"  S = {S[0]:.8f} bohr^2")
print("  grad S = (%.8f, %.8f, %.8f) bohr" % tuple(S[1:]))
print(f"  phi = {phi[0]:.8f}, reference "
      f"{reference_phi(2, 1, g, pt)[0]:.8f} bohr^-1.5")
print("  grad phi  = (%.7f, %.7f, %.7f) bohr^-2.5" % tuple(grad[:, 0]))
print("  reference = (%.7f, %.7f, %.7f) bohr^-2.5" % tuple(exact_grad))

# Pole and origin
pole = np.array([[0.0], [0.0], [1.25]])
gp = orbitals(2, spline, pole)[1][1][:, 0]
print("l=2 m=1 at (0, 0, 1.25) bohr: grad phi = (%.7f, %.7f, %.7f) bohr^-2.5"
      % tuple(gp))
gp_ref = reference_gradient(2, 1, g, pole)[:, 0]
print("  reference = (%.7f, %.7f, %.7f) bohr^-2.5" % tuple(gp_ref))
p_state = states[1]
p_spline = build_spline(p_state(h*np.arange(n + 1)), h, 0.0,
                        p_state.deriv()(r_c))
origin = np.zeros((3, 1))
go = orbitals(1, p_spline, origin)[0][1][:, 0]
go_ref = reference_gradient(1, 0, p_state, origin)[:, 0]
assert np.abs(go - go_ref).max() < 2e-8
print("l=1 m=0 at the origin: grad phi = (%.7f, %.7f, %.7f) bohr^-2.5"
      % tuple(go))

# Failure 1: spline u itself and divide by r^3 afterwards (l = 2)
nodes = h*np.arange(n + 1)
u_spline = build_spline(nodes**3*g(nodes), h, 0.0, r_c**3*g1(r_c))
small = np.array([1e-3, 1e-4])
quotient = eval_spline(u_spline, small)[0] / small**3
direct = eval_spline(spline, small)[0]
bad, good = np.abs(quotient - g(small)), np.abs(direct - g(small))
assert np.all(bad > 100*good) and 8 < bad[1]/bad[0] < 12
for k in range(2):
    print(f"l=2, r = {small[k]:.0e} bohr: g = {g(small[k]):.6f}, from spline of "
          f"u {quotient[k]:.6f}, from spline of g {direct[k]:.6f} bohr^-3.5")

# Failure 2: zero slope imposed at the wall, error in the last interval
wall = []
for nn in (120, 240):
    hh = r_c / nn
    wrong = build_spline(g(hh*np.arange(nn + 1)), hh, 0.0, 0.0)
    r = np.linspace(r_c - hh, r_c, 201)
    wall.append(np.abs(eval_spline(wrong, r)[0] - g(r)).max())
assert 1.8 < wall[0]/wall[1] < 2.2
print(f"l=2: g'(r_c) = {g1(r_c):.4e} bohr^-4.5; with zero slope at r_c the g "
      "error near the wall is")
print(f"  {wall[0]:.3e} (h = 0.050 bohr), {wall[1]:.3e} (h = 0.025 bohr) "
      f"bohr^-3.5, ratio {wall[0]/wall[1]:.3f}")
print("OK")
```

It prints:

```
Z = 4, a = 1.0 bohr, r_c = 6.0 bohr
orthonormality error of S_lm, l <= 4: 2.2e-15
sample points: 1505; table below for h = 0.10 bohr
errors, bounds: phi in bohr^-3/2, grad phi in bohr^-5/2
l=0: E = -2.458116 hartree, g(0) = 1.693996 bohr^-1.5, M4 = 11.8418 bohr^-5.5
  phi: max error 7.70e-07, max bound 3.42e-06
  grad phi: max error 1.67e-05, max bound 1.85e-04
l=1: E = -1.486503 hartree, g(0) = 1.094771 bohr^-2.5, M4 = 6.2628 bohr^-6.5
  phi: max error 3.95e-07, max bound 2.26e-06
  grad phi: max error 1.15e-05, max bound 1.18e-04
l=2: E = -0.840982 hartree, g(0) = 0.369301 bohr^-3.5, M4 = 1.6896 bohr^-7.5
  phi: max error 1.77e-07, max bound 1.03e-06
  grad phi: max error 4.27e-06, max bound 5.45e-05
l=3: E = -0.420673 hartree, g(0) = 0.082129 bohr^-4.5, M4 = 0.3016 bohr^-8.5
  phi: max error 4.73e-08, max bound 3.38e-07
  grad phi: max error 1.32e-06, max bound 1.80e-05
l=2 radial factor: g in bohr^-3.5, g' in bohr^-4.5
h=0.20 bohr: g error 7.351e-06, bound 3.520e-05; g' error 1.110e-04, bound 8.969e-04
h=0.10 bohr: g error 4.450e-07, bound 2.200e-06; g' error 1.360e-05, bound 1.121e-04
h=0.05 bohr: g error 2.758e-08, bound 1.375e-07; g' error 1.692e-06, bound 1.401e-05
error ratios for h 0.10 -> 0.05 bohr: g 16.14, g' 8.04
point (0.6, -0.4, 1.1) bohr, r = 1.315295 bohr, l=2 m=1, h = 0.10 bohr
  s = 0.16949031 bohr^-3.5, s'/r = -0.13217378 bohr^-5.5
  S = 0.72108196 bohr^2
  grad S = (1.20180327, 0.00000000, 0.65552906) bohr
  phi = 0.12221641, reference 0.12221638 bohr^-1.5
  grad phi  = (0.1465091, 0.0381233, 0.0062669) bohr^-2.5
  reference = (0.1465077, 0.0381242, 0.0062643) bohr^-2.5
l=2 m=1 at (0, 0, 1.25) bohr: grad phi = (0.2472918, -0.0000000, 0.0000000) bohr^-2.5
  reference = (0.2472916, -0.0000000, 0.0000000) bohr^-2.5
l=1 m=0 at the origin: grad phi = (0.0000000, 0.0000000, 0.5349081) bohr^-2.5
l=2, r = 1e-03 bohr: g = 0.369301, from spline of u 0.592936, from spline of g 0.369301 bohr^-3.5
l=2, r = 1e-04 bohr: g = 0.369301, from spline of u 2.643528, from spline of g 0.369301 bohr^-3.5
l=2: g'(r_c) = -7.3220e-04 bohr^-4.5; with zero slope at r_c the g error near the wall is
  6.226e-06 (h = 0.050 bohr), 3.113e-06 (h = 0.025 bohr) bohr^-3.5, ratio 2.000
OK
```
